# Surface generation velocity of a depleted interface with uniform state density

## Result and conditions

Let a semiconductor surface carry interface states with density $D_{it}$ per unit area and energy. If it is held out of equilibrium with very few electrons and holes, its steady generation rate of electron-hole pairs per unit area is

$$G=s\,n_i,\qquad s=\frac{\pi}{2}\,\sigma v\,kT\,D_{it}. \tag{1}$$

Here $n_i$ is the intrinsic carrier density, $\sigma$ the capture cross section, $v$ the thermal speed and $kT$ the thermal energy. The quantity $s$ is the surface generation velocity. A convention $G=s_0n_i/2$ is also possible; then $s_0=2s$, so the definition must accompany any quoted value.

Equation (1) rests on these assumptions:

- $D_{it}$ is uniform over several $kT$ on both sides of the intrinsic level $E_i$.
- Electrons and holes have equal cross sections and equal thermal speeds.
- The volume densities at the surface, $n$ for electrons and $p$ for holes, are both far below $n_i$.
- The states exchange carriers with the two bands independently of one another, and their occupancy is steady.
- The carriers are non-degenerate, and the electric field at the surface does not change the emission rates.

"Depleted" therefore means more than a lack of majority carriers. A surface in equilibrium has $np=n_i^2$ and no net generation, whatever its band bending. A reverse bias, or another means of removing carriers, must hold $np$ below $n_i^2$.

"Midgap" means the level $E_i$, at which a Fermi level would give $n=p=n_i$. It need not be the geometric centre of the gap.

## Rates of one state

Consider a state at energy $E$, filled by an electron with probability $f$. Define

$$x=\frac{E-E_i}{kT},\qquad \kappa=\sigma v .$$

Any degeneracy factor of the state is absorbed in $E$. The state takes part in four processes:

- electron capture from the conduction band, at rate $\kappa n(1-f)$;
- electron emission to the conduction band, at rate $e_nf$;
- hole capture from the valence band, at rate $\kappa pf$;
- hole emission to the valence band, at rate $e_p(1-f)$.

The first and last fill the state; the other two empty it.

The emission coefficients follow from equilibrium, where each process balances its own reverse. With Fermi level $E_F$,

$$\frac{1-f}{f}=e^{(E-E_F)/kT},\qquad n=n_ie^{(E_F-E_i)/kT},\qquad p=n_ie^{-(E_F-E_i)/kT}.$$

Equating electron capture and emission gives

$$e_n=\kappa n\,\frac{1-f}{f}=\kappa n_i\,e^{(E_F-E_i)/kT}e^{(E-E_F)/kT}=\kappa n_i e^{x}. \tag{2}$$

Equating hole capture and emission gives

$$e_p=\kappa p\,\frac{f}{1-f}=\kappa n_i\,e^{-(E_F-E_i)/kT}e^{-(E-E_F)/kT}=\kappa n_i e^{-x}. \tag{3}$$

The Fermi level has dropped out. The coefficients depend on the state and the temperature, so within the stated assumptions they remain valid out of equilibrium.

## Generation by one state under depletion

For $n=p=0$ both capture processes vanish:

$$\frac{df}{dt}=e_p(1-f)-e_nf. \tag{4}$$

Setting the derivative to zero gives the steady occupancy

$$f_\infty=\frac{e_p}{e_n+e_p}=\frac{e^{-x}}{e^x+e^{-x}}=\frac{1}{1+e^{2x}}. \tag{5}$$

The exponent contains $2x$, so this is not the Fermi function at temperature $T$ with its Fermi level at $E_i$; the step is half as wide.

The net electron emission rate is now $g=e_nf_\infty$. Hole emission has the same rate, because (4) vanishes. Hence

$$g=\frac{e_ne_p}{e_n+e_p}
=\frac{(\kappa n_i)^2}{\kappa n_i(e^x+e^{-x})}
=\frac{\kappa n_i}{2\cosh x}. \tag{6}$$

The inverse has a direct meaning:

$$\frac1g=\frac1{e_n}+\frac1{e_p}.$$

To deliver a pair, the state must emit an electron and then a hole. The mean waiting times add, and the slower emission limits the cycle. Above $E_i$ this is hole emission; below $E_i$ it is electron emission. The rate is greatest at $E_i$, where the two are equal, and falls as $e^{-|x|}$ far away.

The approach to this state follows from (4), rewritten as

$$\frac{df}{dt}=-\frac{f-f_\infty}{\tau},\qquad
\tau=\frac{1}{e_n+e_p}=\frac{1}{2\kappa n_i\cosh x}. \tag{7}$$

The longest time constant, $1/(2\kappa n_i)$, belongs to the states at $E_i$, which also generate fastest. A measurement made too soon after the surface is depleted contains a transient. States that start filled, for example, release electrons that are not yet matched by holes. Equation (1) applies after several of these longest time constants.

## Sum over the states

An energy interval $dE=kT\,dx$ contains $D_{it}\,kT\,dx$ states per unit area. With uniform $D_{it}$,

$$G=\kappa n_i\,kT\,D_{it}\int_{-\infty}^{\infty}\frac{dx}{2\cosh x}. \tag{8}$$

Put $u=e^x$, so that $dx=du/u$ and $2\cosh x=u+1/u$. The integral becomes

$$\int_0^\infty\frac{du}{u(u+1/u)}=\int_0^\infty\frac{du}{1+u^2}
=\Big[\arctan u\Big]_0^\infty=\frac{\pi}{2}.$$

Inserting this and $\kappa=\sigma v$ gives (1). The result can also be read as

$$G=\left(\pi kT D_{it}\right)\left(\frac{\kappa n_i}{2}\right). \tag{9}$$

The second factor is the peak rate of one state. The first is an equivalent number of states per area, all working at that rate.

**Finite gap.** Let the valence and conduction band edges lie at $x=-a$ and $x=b$. The integral is then $\arctan e^b-\arctan e^{-a}$. Since $\arctan e^b=\pi/2-\arctan e^{-b}$, the fraction missing from (1) is

$$\frac{2}{\pi}\left(\arctan e^{-a}+\arctan e^{-b}\right). \tag{10}$$

It is negligible when both edges are many $kT$ from $E_i$.

**Energy window.** States with $|x|<y$ contribute $\arctan e^y-\arctan e^{-y}$ to the integral. The tangent of this difference is

$$\frac{e^y-e^{-y}}{1+e^ye^{-y}}=\sinh y .$$

The window therefore supplies the fraction $F=(2/\pi)\arctan(\sinh y)$ of the total, and

$$y=\operatorname{arsinh}\!\left[\tan\!\left(\frac{\pi F}{2}\right)\right]. \tag{11}$$

This sets the range over which $D_{it}$ must be known.

## Residual carriers and the limit of depletion

When $n$ and $p$ are kept, the steady balance is

$$(\kappa n+e_p)(1-f)=(e_n+\kappa p)f .$$

With $\Sigma=\kappa n+\kappa p+e_n+e_p$, it gives $f=(\kappa n+e_p)/\Sigma$ and $1-f=(e_n+\kappa p)/\Sigma$. The net electron emission is

$$g=e_nf-\kappa n(1-f)
=\frac{e_n(\kappa n+e_p)-\kappa n(e_n+\kappa p)}{\Sigma}
=\frac{e_ne_p-\kappa^2np}{\Sigma}.$$

The products $\kappa n e_n$ have cancelled. Since $e_ne_p=\kappa^2n_i^2$,

$$g=\frac{\kappa(n_i^2-np)}{n+p+2n_i\cosh x}
=\frac{\kappa n_i}{2}\,\frac{1-np/n_i^2}{c+\cosh x},\qquad
c=\frac{n+p}{2n_i}. \tag{12}$$

A positive sign means generation and a negative sign recombination. Summing over energy,

$$\frac{G}{s\,n_i}=\left(1-\frac{np}{n_i^2}\right)\frac{2}{\pi}J(c),\qquad
J(c)=\int_{-\infty}^{\infty}\frac{dx}{2(c+\cosh x)}=\int_0^\infty\frac{du}{u^2+2cu+1}. \tag{13}$$

For $0\le c<1$, complete the square with $q=\sqrt{1-c^2}$:

$$J=\int_0^\infty\frac{du}{(u+c)^2+q^2}
=\frac1q\left(\frac{\pi}{2}-\arctan\frac cq\right)
=\frac{\arccos c}{\sqrt{1-c^2}}. \tag{14}$$

The last step uses $\arctan(c/q)=\arcsin c$.

For $c>1$ the denominator factors as $(u+r_+)(u+r_-)$, with $r_\pm=c\pm\sqrt{c^2-1}$ and $r_+r_-=1$. Partial fractions give

$$J=\frac{1}{r_+-r_-}\left[\ln\frac{u+r_-}{u+r_+}\right]_0^\infty
=\frac{\ln(r_+/r_-)}{2\sqrt{c^2-1}}
=\frac{\operatorname{arcosh}c}{\sqrt{c^2-1}}, \tag{15}$$

because $r_+/r_-=r_+^2$ and $\ln r_+=\operatorname{arcosh}c$. At $c=1$ the integral is $\int_0^\infty du/(u+1)^2=1$. In code, both closed forms become $0/0$ there; the expansion $J\simeq1-(c-1)/3$ bridges the point from either side.

**Weak residual carriers.** For small $c$, $\arccos c\simeq\pi/2-c$, while the square root differs from one at order $c^2$. The product term is also second order, since $np\le[(n+p)/2]^2=c^2n_i^2$. Thus

$$\frac{G}{s\,n_i}=1-\frac{2c}{\pi}+O(c^2). \tag{16}$$

The same inequality shows that $c<1$ implies $np<n_i^2$, hence net generation. An equilibrium surface has $n+p\ge2n_i$, so $c\ge1$, and cannot enter this regime.

**A surface flooded by holes.** Let $p\gg n_i$ while $np\ll n_i^2$. Then $c\simeq p/(2n_i)$ and $\operatorname{arcosh}c\simeq\ln(2c)$, so

$$\frac{G}{s\,n_i}\simeq\frac4\pi\,\frac{n_i}{p}\ln\frac{p}{n_i}. \tag{17}$$

Hole capture keeps the states near and above $E_i$ almost empty, and they seldom hold an electron to emit. The same holds for a flood of electrons, with the roles exchanged. A strongly inverted surface under reverse bias, with a carrier density far above $n_i$, therefore generates much less than a depleted one, even though $np$ is still below $n_i^2$. Weak inversion reduces the rate only moderately: with the other carrier absent, (13) gives a factor of 0.64 at $p=2n_i$ and 0.30 at $p=10n_i$. Equation (17) needs a uniform density for $|x|$ up to about $\ln(p/n_i)$, a range that must lie inside the gap.

**Recombination at low injection.** The same formula gives a different velocity when a hole-rich surface, with $p=p_0\gg n_i$, receives a small electron excess $\Delta n\ll p_0$. Now $np-n_i^2\simeq p_0\Delta n$ and $c\simeq p_0/(2n_i)$. The recombination rate $U=-G$ is

$$U\simeq\kappa n_i kT D_{it}\,\frac{p_0\Delta n}{n_i^2}\,\frac{2n_i}{p_0}\ln\frac{p_0}{n_i}
=2\sigma v\,kT D_{it}\ln\!\left(\frac{p_0}{n_i}\right)\Delta n. \tag{18}$$

The coefficient of $\Delta n$ is a surface recombination velocity. It exceeds $s$ by the factor $(4/\pi)\ln(p_0/n_i)$, because all states with $|x|$ up to about $\ln(p_0/n_i)$ take part. Equation (18) needs a uniform density over that wider range, which must lie inside the gap. The two velocities should not be interchanged in a device model.

## Density that varies with energy

The weight $1/(2\cosh x)$ is even in $x$. A linear slope of $D_{it}$ about $E_i$ therefore cancels. For other shapes, define

$$M(\nu)=\int_{-\infty}^{\infty}\frac{e^{\nu x}}{2\cosh x}\,dx,\qquad |\nu|<1 .$$

Integrate around the rectangle between the real axis and the line $\operatorname{Im}x=\pi$. On the upper line the integrand is $-e^{i\pi\nu}$ times its value below, and that line is traversed backwards. The vertical ends vanish at infinity. The enclosed pole at $x=i\pi/2$ has residue $e^{i\pi\nu/2}/(2i)$, so

$$M(\nu)\left(1+e^{i\pi\nu}\right)=\pi e^{i\pi\nu/2}
\quad\Rightarrow\quad
M(\nu)=\frac{\pi}{2\cos(\pi\nu/2)}. \tag{19}$$

Two derivatives at $\nu=0$ give $M''(0)=(\pi/2)(\pi^2/4)$. The weighted mean of $x^2$ is $M''(0)/M(0)=\pi^2/4$. For a density with a quadratic rise,

$$D_{it}(E)=D_0\left[1+\left(\frac{E-E_i}{w}\right)^2\right],$$

the generation velocity is therefore

$$s=\frac{\pi}{2}\sigma v\,kT D_0\left[1+\frac{\pi^2}{4}\left(\frac{kT}{w}\right)^2\right], \tag{20}$$

apart from the small loss at the band edges. For this shape, the density to insert in (1) is thus the value at $E_i$, provided $w\gg kT$. A density that rises exponentially toward both edges, $D_0\cosh[(E-E_i)/E_0]$ with $E_0>kT$, multiplies $s$ by $1/\cos(\pi kT/2E_0)$ according to (19): 1.09 for $E_0=0.1$ eV and 1.45 for $E_0=0.05$ eV at 300 K. For $E_0\le kT$ the integral is limited only by the band edges, the states near them dominate, and the value at $E_i$ is no guide. An average over the whole gap would give undue weight to states near the band edges.

## Unequal cross sections

Let $\kappa_n=\sigma_nv_n$ and $\kappa_p=\sigma_pv_p$, both independent of energy, and define

$$\bar\kappa=\sqrt{\kappa_n\kappa_p},\qquad \delta=\frac12\ln\frac{\kappa_p}{\kappa_n}.$$

Then $\kappa_n=\bar\kappa e^{-\delta}$ and $\kappa_p=\bar\kappa e^{\delta}$. The emission coefficients become

$$e_n=\bar\kappa n_ie^{x-\delta},\qquad e_p=\bar\kappa n_ie^{-(x-\delta)} .$$

These have the earlier form with $x$ replaced by $x-\delta$. A shift does not change an integral over all energies, so

$$s=\frac\pi2\sqrt{\sigma_nv_n\sigma_pv_p}\;kT D_{it}. \tag{21}$$

The most active level moves to $E_i+kT\,\delta$. If electrons are captured more readily, they are also emitted more readily, and the two emission rates become equal below $E_i$. The relevant $D_{it}$ is then the value around the shifted level.

The condition for depletion changes too. Repeating the step to (12) gives the same form, with $x-\delta$ for $x$ and

$$c=\frac{\kappa_nn+\kappa_pp}{2\bar\kappa n_i}. \tag{22}$$

The carrier with the larger capture coefficient must be removed more thoroughly.

## Worked example

The parameters are round model values: $T=300$ K, a gap of 1.1 eV with $E_i$ at its centre, $n_i=10^{10}$ cm$^{-3}$, $\sigma=10^{-16}$ cm$^2$, $v=10^7$ cm/s and $D_{it}=10^{10}$ cm$^{-2}$ eV$^{-1}$. Because $D_{it}$ is given per eV, $kT=0.02585$ eV must be used. Equation (1) gives

$$s=1.571\times10^{-16}\times10^{7}\times0.02585\times10^{10}\ \text{cm/s}=0.406\ \text{cm/s}.$$

Multiplication by $n_i$ gives $G=4.06\times10^9$ cm$^{-2}$ s$^{-1}$. If every pair is separated and collected, the elementary charge times $G$ is a current density of 0.651 nA/cm$^2$. Generation in the bulk would add to it.

The peak rate of one state is $10^{-16}\times10^7\times10^{10}/2=5$ s$^{-1}$. The equivalent number of active states is $\pi\times0.02585\times10^{10}=8.12\times10^8$ cm$^{-2}$, and the product of the two reproduces $G$. The longest settling time constant is 0.05 s, so a reading taken within a few hundredths of a second of depletion is not yet steady.

Half of the generation comes from states within 0.023 eV of $E_i$, and 90% from within 0.066 eV. The band edges, 0.55 eV away, cut off a fraction of only $7\times10^{-10}$. The following cases change one assumption at a time:

- **Weak residual carriers.** With $n=p=5\times10^8$ cm$^{-3}$, $c=0.05$. The leading estimate (16) is $1-0.1/\pi=0.968$; the full formula gives 0.967. Generation is about 3% below the depleted value.
- **Flood of holes.** With $n=0$ and $p=10^{12}$ cm$^{-3}$, $c=50$ and the factor is 0.059. By (12), a state at $E_i$ is slowed by $1/(1+c)=1/51$, or about 0.020. The sum falls less, because $g$ stays nearly flat until $\cosh x$ becomes comparable with $c$, and more states share the remaining generation.
- **Curved density.** With $w=0.25$ eV, equation (20) gives $1+2.467\times(0.02585/0.25)^2=1.026$, an increase of 2.6%.
- **Unequal cross sections.** For $\sigma_n=2\times10^{-15}$ cm$^2$ and $\sigma_p=2\times10^{-17}$ cm$^2$, the geometric mean is $2\times10^{-16}$ cm$^2$. This is twice the original $\sigma$, so $s$ doubles to 0.812 cm/s. The most active level lies 0.060 eV below $E_i$.

The numerical output also gives $s$ from a direct solution of the rate equations at each energy, integrated over the gap. It agrees with (1) to all printed digits. This tests the algebra and the integral, not whether real interface states obey the assumed rates.

## Use with measured currents

To obtain a state density from a measured surface generation rate, invert (1):

$$D_{it}=\frac{2G}{\pi\sigma v\,kT\,n_i}.$$

The steady current fixes only the product $\sigma v D_{it}$ once $n_i$ and $T$ are known. An error of a factor of two in $\sigma$ becomes the same factor in $D_{it}$, so the cross section needs a separate determination. Within this model, the late part of the settling transient can in principle supply one: its decay time tends to $1/(2\sigma vn_i)$, which does not contain $D_{it}$. If the states start filled, the electron current decays faster at first, because states away from $E_i$ settle sooner. A single exponential fitted to that early part would overestimate $\sigma$. The limit is also approached slowly. With uniform $D_{it}$, after five of the longest time constants the electron current is only about 0.3% above its steady value, yet its local decay time is still about 12% too short. A terminal current also contains the hole emission; for an equal mix of the two, the local decay time at that moment is about 21% too short. A fit should therefore use the whole decay, with (7) summed over the states and both emission currents weighted as the device geometry requires.

The area in $G$ must be the depleted area alone. Parts of the surface that are inverted or accumulated have large $c$ and should be entered separately, with their own carrier densities. Equation (13) serves for them only if $D_{it}$ is uniform over the wider range of energies that then contributes. Otherwise (12) must be weighted with the actual $D_{it}(E)$ and integrated over the gap.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Band gap: 1.1 eV
Intrinsic density ni: 1.0e+10 cm^-3
Cross section sigma: 1.0e-16 cm^2
Thermal speed v: 1.0e+07 cm/s
Interface-state density Dit: 1.0e+10 cm^-2 eV^-1
Surface generation velocity s, formula: 0.40608 cm/s
Same from master equation: 0.40608 cm/s
Generation rate G: 4.0608e+09 cm^-2 s^-1
Generation current density: 0.6506 nA/cm^2
Peak pair rate per state, at Ei: 5.0000 s^-1
Active states pi kT Dit: 8.1216e+08 cm^-2
Longest settling time, at Ei: 0.0500 s
Fraction lost by finite gap: 7.33e-10 (no unit)
Half-width holding 50% of G: 0.0228 eV
Half-width holding 90% of G: 0.0657 eV
Weak residual carriers n = p: 5.0e+08 cm^-3
  G/(s ni): 0.9669 (no unit)
Hole-flooded surface, n = 0, p: 1.0e+12 cm^-3
  G/(s ni): 0.0586 (no unit)
Curved density, width w: 0.25 eV
  factor on s: 1.0264 (no unit)
Unequal sigma_n: 2.0e-15 cm^2
Unequal sigma_p: 2.0e-17 cm^2
  geometric mean: 2.0e-16 cm^2
  s: 0.81216 cm/s
  most active level relative to Ei: -0.0595 eV
```
